# Strain tensor of silicon under uniaxial stress along [110]: verification in Python

```python
# Result under test: silicon pulled by a uniaxial stress T along [110] has,
# in the cubic axes x, y, z, the tensor strains
#   e_xx = e_yy = (s11+s12) T/2,  e_zz = s12 T,  e_xy = s44 T/4,
#   e_yz = e_xz = 0.
# s11, s12, s44: cubic compliances (Voigt convention, s44 = 2 e_xy/sigma_xy).
# Stresses and stiffnesses are in GPa; compliances are in 1/GPa internally.
import numpy as np
import sympy as sp

PAIRS = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]


def strain_formula(s11, s12, s44, T):
    a, c, d = (s11 + s12) * T / 2, s12 * T, s44 * T / 4
    return np.array([[a, d, 0], [d, a, 0], [0, 0, c]])


def strain_matrix(v):
    """Tensor strain from six Voigt strains (engineering shears)."""
    return np.array([[v[0], v[5] / 2, v[4] / 2],
                     [v[5] / 2, v[1], v[3] / 2],
                     [v[4] / 2, v[3] / 2, v[2]]])


def strain_voigt(e):
    return np.array([e[i, j] * (1 if i == j else 2) for i, j in PAIRS])


def stress_voigt(s):
    return np.array([s[i, j] for i, j in PAIRS])


# Inputs: rough typical room-temperature values for lightly doped silicon
T = 1.0
s11, s12, s44 = 7.68e-3, -2.14e-3, 12.6e-3
n = np.array([1, 1, 0]) / np.sqrt(2)
m = np.array([1, -1, 0]) / np.sqrt(2)
z = np.array([0, 0, 1.0])
stress = T * np.outer(n, n)
eps = strain_formula(s11, s12, s44, T)

# Compliance matrix and its numerical inverse, the stiffness matrix
S6 = np.zeros((6, 6))
S6[:3, :3] = s12
S6[range(3), range(3)] = s11
S6[range(3, 6), range(3, 6)] = s44
C6 = np.linalg.inv(S6)
assert np.linalg.eigvalsh(C6).min() > 0

# Test 1: rotate the stiffness tensor to the load axes and solve there
C4 = np.zeros((3, 3, 3, 3))
for I, (i, j) in enumerate(PAIRS):
    for J, (k, l) in enumerate(PAIRS):
        for p, q in {(i, j), (j, i)}:
            for r, t in {(k, l), (l, k)}:
                C4[p, q, r, t] = C6[I, J]
R = np.array([n, m, z])
C4rot = np.einsum('ai,bj,ck,dl,ijkl->abcd', R, R, R, R, C4)
Crot = np.array([[C4rot[i, j, k, l] for k, l in PAIRS] for i, j in PAIRS])
load = np.array([T, 0, 0, 0, 0, 0])
free = np.linalg.solve(Crot, load)
assert np.allclose(R.T @ strain_matrix(free) @ R, eps, atol=1e-13)
e_long, e_trans = n @ eps @ n, m @ eps @ m
young_formula = 4 / (2 * s11 + 2 * s12 + s44)
assert abs(T / free[0] - young_formula) < 1e-8
assert abs(free[1] - (2 * s11 + 2 * s12 - s44) * T / 4) < 1e-13
assert np.max(np.abs(free[3:])) < 1e-13
assert abs(np.trace(strain_matrix(free)) - (s11 + 2 * s12) * T) < 1e-13

# Test 2: diamond lattice with bond stretching and bending (model units).
# Unknowns: six tensor strains and the relative shift of the sublattices.
bonds = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
bonds = bonds / np.sqrt(3)
basis = []
for i, j in PAIRS:
    b = np.zeros((3, 3))
    b[i, j] = b[j, i] = 1
    basis.append(b)
moves = [bonds @ b for b in basis] + [np.tile(u, (4, 1)) for u in np.eye(3)]
rows, weights = [], []
for i in range(4):
    for j in range(i, 4):
        rows.append([bonds[i] @ d[j] + bonds[j] @ d[i] for d in moves])
        weights.append(1.0 if i == j else 0.3)
rows = np.array(rows)
hessian = rows.T @ (np.array(weights)[:, None] * rows)


def lattice_strain(sig):
    force = np.array([np.sum(sig * b) for b in basis] + [0, 0, 0])
    q = np.linalg.solve(hessian, force)
    return sum(q[k] * basis[k] for k in range(6))


pull_x = lattice_strain(np.diag([1.0, 0, 0]))
shear = lattice_strain(basis[5])
model = (pull_x[0, 0], pull_x[1, 1], 2 * shear[0, 1])
pull_110 = lattice_strain(np.outer(n, n))
assert np.allclose(pull_110, strain_formula(*model, 1.0), atol=1e-11)

# Test 3: shape of the deformed crystal axes
F = np.eye(3) + eps
ax, ay = F[:, 0], F[:, 1]
cosine = ax @ ay / np.linalg.norm(ax) / np.linalg.norm(ay)
closing = np.pi / 2 - np.arccos(cosine)
gamma = 2 * eps[0, 1]
assert abs(closing / gamma - 1) < 0.01   # second order in strain remains
assert abs(np.linalg.norm(F @ n) - 1 - e_long) < 1e-12
wrong = eps[0, 0] + gamma
assert abs(np.linalg.norm(F @ n) - 1 - wrong) > 1e-3

# Test 4: isotropic limit gives equal transverse strains
iso = strain_formula(s11, s12, 2 * (s11 - s12), T)
assert np.allclose(np.linalg.eigvalsh(iso), [s12 * T, s12 * T, s11 * T])

# Nonlinear elasticity: rough third-order constants of silicon, GPa
third = dict(C111=-825., C112=-451., C123=-64.,
             C144=12., C155=-310., C456=-64.)
h = sp.symbols('h1:7')
h1, h2, h3, h4, h5, h6 = h
U2 = sum(float(C6[i, j]) * h[i] * h[j] for i in range(6)
         for j in range(6)) / 2
U3 = (third['C111'] * (h1**3 + h2**3 + h3**3) / 6
      + third['C112'] * (h1**2 * (h2 + h3) + h2**2 * (h1 + h3)
                         + h3**2 * (h1 + h2)) / 2
      + third['C123'] * h1 * h2 * h3
      + third['C144'] * (h1 * h4**2 + h2 * h5**2 + h3 * h6**2) / 2
      + third['C155'] * (h4**2 * (h2 + h3) + h5**2 * (h1 + h3)
                         + h6**2 * (h1 + h2)) / 2
      + third['C456'] * h4 * h5 * h6)
energy_gradient = sp.lambdify(h, [sp.diff(U2 + U3, v) for v in h], 'numpy')


def nonlinear_strain(tension):
    """Symmetric stretch minus one; tension is force per original area."""
    v = np.zeros(6)
    for _ in range(200):
        e = strain_matrix(v)
        finite = strain_voigt(e + e @ e / 2)
        target = tension * np.linalg.inv(np.eye(3) + e) @ np.outer(n, n)
        target = (target + target.T) / 2
        residual = np.array(energy_gradient(*finite)) - stress_voigt(target)
        v = v - S6 @ residual
    assert np.max(np.abs(residual)) < 1e-11
    return strain_matrix(v)


small = 1e-4
assert np.allclose(nonlinear_strain(small) / small, eps / T,
                   rtol=0, atol=2e-5 * e_long)
nl = nonlinear_strain(T)
dev_full = np.linalg.norm(nl - eps)
dev_half = np.linalg.norm(nonlinear_strain(T / 2) - eps / 2)
assert abs(dev_full / dev_half - 4) < 0.4   # cubic terms are small

# Width along [1-10] held fixed, top surface free
keep = [0, 2, 3, 4, 5]
clamped = np.zeros(6)
clamped[keep] = np.linalg.solve(Crot[np.ix_(keep, keep)], load[keep])
width_stress = Crot[1] @ clamped
ec = R.T @ strain_matrix(clamped) @ R

# Load turned by 2 degrees from [110] within the (001) plane
tilt = 2.0
angle = np.radians(45 + tilt)
nt = np.array([np.cos(angle), np.sin(angle), 0])
et = strain_matrix(S6 @ stress_voigt(T * np.outer(nt, nt)))

# Warm operation: rough softening and thermal expansion coefficients
dT, softening, expansion = 100.0, 7e-5, 2.6e-6
warm_factor = 1 / (1 - softening * dT)


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


k = 1e3
u = "x 1e-3"
show("Stress T along [110]", T, "GPa", 1)
for name, val in (("s11", s11), ("s12", s12), ("s44", s44)):
    show("Input " + name, val * k, "1/TPa", 2)
show("Stress sigma_xx = sigma_yy", stress[0, 0], "GPa")
show("Stress sigma_xy", stress[0, 1], "GPa")
show("Strain e_xx = e_yy", eps[0, 0] * k, u)
show("Strain e_zz", eps[2, 2] * k, u)
show("Tensor shear e_xy", eps[0, 1] * k, u)
show("Tensor shears e_yz = e_xz", eps[1, 2] * k, u)
show("Engineering shear gamma_xy", gamma * k, u)
show("Strain along [110]", e_long * k, u)
show("Strain along [1-10]", e_trans * k, u)
show("Volume change", np.trace(eps) * k, u)
show("Young modulus along [110]", T / e_long, "GPa", 1)
show("Poisson ratio toward [1-10]", -e_trans / e_long, "(no unit)")
show("Poisson ratio toward [001]", -eps[2, 2] / e_long, "(no unit)")
show("First-order closing of x-y angle", np.degrees(gamma), "degree")
show("Closing from deformed axes", np.degrees(closing), "degree")
show("Wrong [110] strain if gamma used as e_xy", wrong * k, u)
show("Anisotropy 2(s11-s12)/s44", 2 * (s11 - s12) / s44, "(no unit)")
show("e_xy if s44 were isotropic", iso[0, 1] * k, u)
print("Rough third-order constants (GPa):")
print("  " + ", ".join(f"{a}={b:.0f}" for a, b in third.items()))
show("Nonlinear e_xx", nl[0, 0] * k, u)
show("Nonlinear e_zz", nl[2, 2] * k, u)
show("Nonlinear e_xy", nl[0, 1] * k, u)
show("Nonlinear change of e_xy", 100 * (nl[0, 1] / eps[0, 1] - 1), "%", 2)
show("Nonlinear strain along [110]", n @ nl @ n * k, u)
show("Fixed width: stress along [1-10]", width_stress, "GPa", 4)
show("Fixed width: e_xx", ec[0, 0] * k, u)
show("Fixed width: e_zz", ec[2, 2] * k, u)
show("Fixed width: e_xy", ec[0, 1] * k, u)
show("Fixed width: change of e_xy", 100 * (ec[0, 1] / eps[0, 1] - 1), "%", 2)
show("Misalignment angle", tilt, "degree", 1)
show("Misaligned: e_xx", et[0, 0] * k, u)
show("Misaligned: e_yy", et[1, 1] * k, u)
show("Misaligned: e_xy", et[0, 1] * k, u)
show("Temperature rise", dT, "K", 0)
show("Rough softening coefficient", softening * 1e6, "x 1e-6 per K", 0)
show("Rough expansion coefficient", expansion * 1e6, "x 1e-6 per K", 1)
show("Warm crystal: e_xy", eps[0, 1] * warm_factor * k, u)
show("Warm crystal: change of e_xy", 100 * (warm_factor - 1), "%", 2)
show("Free thermal strain, each axis", expansion * dT * k, u)
print("OK")
```

Printed output:

```
Stress T along [110]: 1.0 GPa
Input s11: 7.68 1/TPa
Input s12: -2.14 1/TPa
Input s44: 12.60 1/TPa
Stress sigma_xx = sigma_yy: 0.500 GPa
Stress sigma_xy: 0.500 GPa
Strain e_xx = e_yy: 2.770 x 1e-3
Strain e_zz: -2.140 x 1e-3
Tensor shear e_xy: 3.150 x 1e-3
Tensor shears e_yz = e_xz: 0.000 x 1e-3
Engineering shear gamma_xy: 6.300 x 1e-3
Strain along [110]: 5.920 x 1e-3
Strain along [1-10]: -0.380 x 1e-3
Volume change: 3.400 x 1e-3
Young modulus along [110]: 168.9 GPa
Poisson ratio toward [1-10]: 0.064 (no unit)
Poisson ratio toward [001]: 0.361 (no unit)
First-order closing of x-y angle: 0.361 degree
Closing from deformed axes: 0.360 degree
Wrong [110] strain if gamma used as e_xy: 9.070 x 1e-3
Anisotropy 2(s11-s12)/s44: 1.559 (no unit)
e_xy if s44 were isotropic: 4.910 x 1e-3
Rough third-order constants (GPa):
  C111=-825, C112=-451, C123=-64, C144=12, C155=-310, C456=-64
Nonlinear e_xx: 2.816 x 1e-3
Nonlinear e_zz: -2.183 x 1e-3
Nonlinear e_xy: 3.194 x 1e-3
Nonlinear change of e_xy: 1.39 %
Nonlinear strain along [110]: 6.009 x 1e-3
Fixed width: stress along [1-10]: 0.0642 GPa
Fixed width: e_xx: 2.948 x 1e-3
Fixed width: e_zz: -2.277 x 1e-3
Fixed width: e_xy: 2.948 x 1e-3
Fixed width: change of e_xy: -6.42 %
Misalignment angle: 2.0 degree
Misaligned: e_xx: 2.427 x 1e-3
Misaligned: e_yy: 3.113 x 1e-3
Misaligned: e_xy: 3.142 x 1e-3
Temperature rise: 100 K
Rough softening coefficient: 70 x 1e-6 per K
Rough expansion coefficient: 2.6 x 1e-6 per K
Warm crystal: e_xy: 3.172 x 1e-3
Warm crystal: change of e_xy: 0.70 %
Free thermal strain, each axis: 0.260 x 1e-3
OK
```
